# Critical Voltage of Thermal Breakdown from Relaxation Rates Below It: a program that tests the result

```python
"""Thermal breakdown: critical voltage from squared relaxation rates.

Model: C dT/dt = V^2/R(T) - K (T - T0),  R(T) = R0 exp[B (1/T - 1/T0)], B = Ea/kB.
Result under test: on the cold branch the scaled rate r = rate*C/K obeys
    r^2 = a e (1 + beta sqrt(e) + ...),  e = 1 - V/Vc,  beta < 0,
so a straight line through r^2 against V reaches zero above the true Vc, with a
bias growing as (distance from the fold)^(3/2).
Symbols: T bead temperature, T0 air temperature, V voltage, Vc critical voltage,
K heat-loss coefficient, C heat capacity, Ea activation energy, y = (T - T0)/T.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

# Rough typical values for a thermistor bead in an air stream (SI units)
T0, R0, K, C = 298.0, 1.0e4, 1.5e-3, 15e-3
Ea_eV = 0.34
radius, ceramic_conductivity, emissivity = 1e-3, 3.0, 0.9
air_speed, hop_length, source_resistance = 1.0, 0.3e-9, 50.0
loss_drift, energy_drift = 3e-4, 4e-4          # relative change per kelvin
rate_noise, small_kick, large_kick = 0.01, 1e-3, 0.5
kB_eV = const.k / const.e
B = Ea_eV / kB_eV
tau = C / K


def resistance(T):
    return R0 * np.exp(B * (1 / T - 1 / T0))


def steady_voltage(T):
    return np.sqrt(K * (T - T0) * resistance(T))


def scaled_rate(T):
    return 1 - B * (T - T0) / T**2


Tc = (B - np.sqrt(B * B - 4 * B * T0)) / 2
Vc = steady_voltage(Tc)
yc = Tc / B
a = 4 * (1 - 2 * yc)
sigma = (1 - 3 * yc - yc / (1 - 2 * yc)) / (1 - 2 * yc)
beta = -2 / 3 * sigma * np.sqrt(a)


def cold_temperature(V):
    return brentq(lambda T: V * V / resistance(T) - K * (T - T0), T0, Tc, xtol=1e-12)


def squared_rates(volts):
    return np.array([scaled_rate(cold_temperature(V))**2 for V in volts])


def line_zero(x, y, w=None):
    """Zero of the (weighted) least-squares line; y may hold many data sets."""
    w = np.ones(len(x)) if w is None else w
    w = w / w.sum()
    xm = w @ x
    slope = (y @ (w * (x - xm))) / (w @ (x - xm)**2)
    return xm - (y @ w) / slope


def measured_rate(V, kick, span=5.0):
    """Mean logarithmic decay rate over the first 5 s of the nonlinear equation."""
    T = cold_temperature(V)

    def flow(t, d):
        return (V * V / resistance(T + d) - K * (T + d - T0)) / C
    s = solve_ivp(flow, (0, span), [kick], method="DOP853", rtol=1e-10, atol=1e-14)
    return np.log(kick / s.y[0, -1]) / span


def runs_away(V):
    def hot(t, T):
        return T[0] - 450.0
    hot.terminal = True
    s = solve_ivp(lambda t, T: (V * V / resistance(T) - K * (T - T0)) / C,
                  (0, 3000), [T0], method="LSODA", rtol=1e-8, atol=1e-8, events=hot)
    return len(s.t_events[0]) > 0


# Fold: direct maximization of the steady voltage, and heating from cold
top = minimize_scalar(lambda T: -steady_voltage(T), bounds=(T0 + 1, 370),
                      method="bounded", options={"xatol": 1e-8})
assert abs(-top.fun / Vc - 1) < 1e-10 and abs(top.x - Tc) < 1e-3
assert runs_away(1.001 * Vc) and not runs_away(0.999 * Vc)

# Slope of the squared rate by finite difference
for V in (4.0, 9.0, 11.3):
    T = cold_temperature(V)
    p = squared_rates([V - 1e-3, V + 1e-3])
    slope = -4 * (1 - scaled_rate(T)) * (1 - 2 * (T - T0) / T) / V
    assert abs((p[1] - p[0]) / 2e-3 / slope - 1) < 1e-4

# Leading bias law; the next term is smaller by a factor of order sqrt(h)
shapes = [np.linspace(0.2, 1, 5), (np.arange(400) + 0.5) / 400]
for h in (1e-4, 1e-5):
    factors = [np.polyfit(shapes[0], shapes[0]**1.5, 1)[1], -4 / 35]
    for x, factor in zip(shapes, factors):
        volts = Vc * (1 - h * x)
        found = line_zero(volts, squared_rates(volts)) / Vc - 1
        assert abs(found / (beta * factor * h**1.5) - 1) < 5 * np.sqrt(h)

# Concavity in V and in V^2, its sufficient condition, and the sign of the bias
concavity_left, concavity_right = B / Tc, 3 + 1 / (1 - 2 * yc)
assert concavity_left > concavity_right
grid = np.linspace(0.5, 0.9999 * Vc, 400)
assert np.all(np.diff(squared_rates(grid), 2) < 0)
grid2 = np.linspace(0.25, (0.9999 * Vc)**2, 400)
assert np.all(np.diff(squared_rates(np.sqrt(grid2)), 2) < 0)
rng = np.random.default_rng(1)
for _ in range(500):
    n = rng.integers(3, 9)
    T = rng.uniform(T0 + 0.5, Tc - 0.01, n)
    w = rng.uniform(0.1, 1, n)
    assert line_zero(steady_voltage(T), scaled_rate(T)**2, w) > Vc
    assert line_zero(steady_voltage(T)**2, scaled_rate(T)**2, w) > Vc**2

# Bracket for Vc from one voltage and the zero-voltage rate


def bracket(V, r):
    L0 = 0.5 * (-r - np.log(1 - r))
    return V * np.exp(L0), V * np.exp(L0 / (1 - 2 * yc))


for V in (2.0, 5.0, 8.0, 11.0):
    low, high = bracket(V, scaled_rate(cold_temperature(V)))
    assert low < Vc < high

print(f"Inputs: T0 {T0:.0f} K, R0 {R0/1e3:.0f} kOhm, Ea {Ea_eV:.2f} eV")
print(f"K {K*1e3:.1f} mW/K, C {C*1e3:.0f} mJ/K, tau {tau:.1f} s, B {B:.1f} K")
print(f"Fold: Tc {Tc:.2f} K, rise {Tc-T0:.2f} K, Vc {Vc:.4f} V")
print(f"At fold: R {resistance(Tc)/1e3:.3f} kOhm, power {K*(Tc-T0)*1e3:.2f} mW")
print(f"yc {yc:.4f}, a {a:.3f}, sigma {sigma:.3f}, beta {beta:.3f}")
print(f"Concavity test at fold: {concavity_left:.2f} > {concavity_right:.2f}")

windows = {"near": np.linspace(11.1, 11.5, 5), "middle": np.linspace(9.6, 10.4, 5),
           "far": np.linspace(6.0, 8.0, 5)}


def cubic_zero(rates, volts):
    """Constant term of the fit V = Vc - p rate^2 - q rate^3."""
    r = rates * tau
    design = np.stack([np.ones_like(r), r**2, r**3], axis=-1)
    return (np.linalg.pinv(design) @ volts)[..., 0]


linear_bias, data = {}, {}
print("Synthetic data: V (V), rise (K), rate (1/s), rate^2 (1/s^2)")
for name, volts in windows.items():
    rates = np.array([measured_rate(V, small_kick) for V in volts])
    data[name] = rates
    # a 1 mK kick leaves a nonlinear error of order 1e-4 near the fold
    assert np.allclose(rates * tau, np.sqrt(squared_rates(volts)), rtol=5e-4)
    for V, rate in zip(volts, rates):
        print(f"  {V:5.2f}  {cold_temperature(V)-T0:6.3f}  {rate:.5f}  {rate**2:.4e}")

for name, volts in windows.items():
    y = data[name]**2
    estimate = line_zero(volts, y)
    linear_bias[name] = estimate - Vc
    e = 1 - volts / Vc
    leading = Vc * beta * np.polyfit(e, e**1.5, 1)[1]
    r_squared = np.corrcoef(volts, y)[0, 1]**2
    print(f"{name}: line gives {estimate:.3f} V, bias {estimate-Vc:+.3f} V"
          f" ({100*(estimate/Vc-1):+.2f} %)")
    print(f"  leading-order bias {leading:+.3f} V, R^2 of line {r_squared:.5f}")
    square_fit = np.sqrt(line_zero(volts**2, y))
    cubic_fit = cubic_zero(data[name], volts)
    assert 0 < square_fit - Vc < estimate - Vc
    print(f"  bias: V^2 axis {square_fit-Vc:+.3f} V, cubic fit {cubic_fit-Vc:+.4f} V")
    # scatter from error propagation against Monte Carlo
    slope = np.polyfit(volts, y, 1)[0]
    vm = volts.mean()
    lever = 1 / len(volts) + (estimate - vm) * (volts - vm) / ((volts - vm)**2).sum()
    predicted = np.sqrt(((lever * 2 * rate_noise * y)**2).sum()) / abs(slope)
    noisy = data[name] * (1 + rate_noise * rng.standard_normal((20000, len(volts))))
    scatter = line_zero(volts, noisy**2).std()
    # first-order propagation misses the spread of the slope in the denominator
    assert abs(scatter / predicted - 1) < 0.10
    print(f"  1 % noise: scatter {scatter:.3f} V, propagated {predicted:.3f} V")
    if name != "far":
        trial = cubic_zero(noisy[:5000], volts)
        print(f"  cubic, noisy: mean error {trial.mean()-Vc:+.3f} V,"
              f" scatter {trial.std():.3f} V")
assert linear_bias["near"] < linear_bias["middle"] < linear_bias["far"]
assert abs(cubic_zero(data["near"], windows["near"]) - Vc) < linear_bias["near"] / 3

low, high = bracket(windows["far"][-1], data["far"][-1] * tau)
print(f"One point at {windows['far'][-1]:.1f} V: Vc between {low:.3f} and {high:.3f} V")
kicked = np.array([measured_rate(V, large_kick) for V in windows["near"]])
print(f"{large_kick} K kick: near estimate moves by"
      f" {line_zero(windows['near'], kicked**2)-Vc-linear_bias['near']:+.4f} V")

# Effects left out of the model: new fold and new extrapolation bias
area = 4 * np.pi * radius**2


def variant(loss, res=resistance, series=0.0):
    def applied(T):
        return np.sqrt(loss(T) / res(T)) * (res(T) + series)
    best = minimize_scalar(lambda T: -applied(T), bounds=(T0 + 5, 360),
                           method="bounded", options={"xatol": 1e-8})
    V_new = applied(best.x)

    def rate(V):
        T = brentq(lambda t: applied(t) - V, T0 + 1.01, best.x)

        def net(t):
            return V * V * res(t) / (res(t) + series)**2 - loss(t)
        return -(net(T + 1e-3) - net(T - 1e-3)) / (2e-3 * C)
    biases = []
    for name in ("near", "far"):
        volts = windows[name] * V_new / Vc       # same fractions of the new fold
        y = np.array([rate(V) for V in volts])**2
        biases.append(100 * (line_zero(volts, y) / V_new - 1))
    return V_new, biases


def plain_loss(T):
    return K * (T - T0)


base_V, base_bias = variant(plain_loss)
assert abs(base_V / Vc - 1) < 1e-9
assert abs(base_bias[0] - 100 * linear_bias["near"] / Vc) < 0.01
inner = K / (20 * np.pi * ceramic_conductivity * radius)
cases = {
    "radiation": (lambda T: plain_loss(T) + emissivity * const.sigma * area
                  * (T**4 - T0**4 - 4 * T0**3 * (T - T0)),),
    f"K drift {100*loss_drift:.2f} %/K":
        (lambda T: plain_loss(T) * (1 + loss_drift * (T - T0)),),
    f"Ea drift {100*energy_drift:.2f} %/K":
        (plain_loss, lambda T: R0 * np.exp(B * (1 + energy_drift * (T - T0))
                                           * (1 / T - 1 / T0))),
    f"source {source_resistance:.0f} Ohm": (plain_loss, resistance, source_resistance),
    "inner gradient": (lambda T: plain_loss(T) / (1 + inner),),
    "air 1 K warmer": (lambda T: K * (T - T0 - 1),),
}
print("Left out: shift of Vc; bias near, far (% of new Vc)")
for name, args in cases.items():
    V_new, b = variant(*args)
    print(f"  {name}: {100*(V_new/Vc-1):+.2f} %; {b[0]:+.2f}, {b[1]:+.2f}")
buoyancy = const.g * (Tc - T0) / ((Tc + T0) / 2) * 2 * radius / air_speed**2
hop = Vc / (2 * radius) * hop_length / (2 * kB_eV * Tc)
diffusivity = ceramic_conductivity * (4 / 3 * np.pi * radius**3) / C
print(f"Buoyancy/forced flow {buoyancy:.1e} at {air_speed:.0f} m/s (no unit)")
print(f"Field energy per {hop_length*1e9:.1f} nm hop / 2kT: {hop:.1e} (no unit)")
print(f"Heat spreading time in bead {radius**2/(np.pi**2*diffusivity):.2f} s,"
      f" radius {radius*1e3:.0f} mm")
print("PASS")
```

Output:

```
Inputs: T0 298 K, R0 10 kOhm, Ea 0.34 eV
K 1.5 mW/K, C 15 mJ/K, tau 10.0 s, B 3945.5 K
Fold: Tc 324.73 K, rise 26.73 K, Vc 11.6115 V
At fold: R 3.363 kOhm, power 40.09 mW
yc 0.0823, a 3.342, sigma 0.784, beta -0.955
Concavity test at fold: 12.15 > 4.20
Synthetic data: V (V), rise (K), rate (1/s), rate^2 (1/s^2)
  11.10  16.362  0.03467  1.2023e-03
  11.20  17.274  0.03143  9.8785e-04
  11.30  18.345  0.02767  7.6578e-04
  11.40  19.662  0.02312  5.3463e-04
  11.50  21.443  0.01709  2.9203e-04
   9.60   9.093  0.06196  3.8386e-03
   9.80   9.732  0.05945  3.5345e-03
  10.00  10.433  0.05673  3.2181e-03
  10.20  11.208  0.05375  2.8886e-03
  10.40  12.076  0.05045  2.5448e-03
   6.00   2.703  0.08820  7.7799e-03
   6.50   3.249  0.08587  7.3744e-03
   7.00   3.871  0.08324  6.9286e-03
   7.50   4.583  0.08025  6.4402e-03
   8.00   5.401  0.07685  5.9062e-03
near: line gives 11.633 V, bias +0.021 V (+0.18 %)
  leading-order bias +0.019 V, R^2 of line 0.99941
  bias: V^2 axis +0.017 V, cubic fit -0.0023 V
  1 % noise: scatter 0.006 V, propagated 0.006 V
  cubic, noisy: mean error -0.002 V, scatter 0.018 V
middle: line gives 11.982 V, bias +0.371 V (+3.19 %)
  leading-order bias +0.278 V, R^2 of line 0.99941
  bias: V^2 axis +0.209 V, cubic fit -0.1496 V
  1 % noise: scatter 0.125 V, propagated 0.122 V
  cubic, noisy: mean error -0.131 V, scatter 1.336 V
far: line gives 14.354 V, bias +2.743 V (+23.62 %)
  leading-order bias +1.356 V, R^2 of line 0.99708
  bias: V^2 axis +0.734 V, cubic fit -3.6932 V
  1 % noise: scatter 0.698 V, propagated 0.677 V
One point at 8.0 V: Vc between 11.323 and 12.125 V
0.5 K kick: near estimate moves by -0.0084 V
Left out: shift of Vc; bias near, far (% of new Vc)
  radiation: +0.32 %; +0.19, +23.83
  K drift 0.03 %/K: +0.40 %; +0.19, +23.92
  Ea drift 0.04 %/K: -0.57 %; +0.19, +24.27
  source 50 Ohm: +1.51 %; +0.16, +22.96
  inner gradient: -0.40 %; +0.18, +23.62
  air 1 K warmer: -1.85 %; +0.18, +23.60
Buoyancy/forced flow 1.7e-03 at 1 m/s (no unit)
Field energy per 0.3 nm hop / 2kT: 3.1e-05 (no unit)
Heat spreading time in bead 0.12 s, radius 1 mm
PASS
```
